Zero-temperature sublattice moment of the square-lattice Heisenberg antiferromagnet in linear spin-wave theory

**Question**

I am trying to find the ordered moment on one sublattice of a spin-half Heisenberg antiferromagnet on the square lattice at zero temperature. The Hamiltonian is

H = J Σ S_i·S_j, J > 0,

with every nearest-neighbour bond counted once. In the classical Néel state the staggered spin is 0.5 per site. I understand that quantum fluctuations reduce it and that linear spin-wave theory should say by how much.

I get as far as bosons on two sublattices, but then I am stuck. The spin-wave energy vanishes at k = 0 and at k = (π,π), and the boson number contains one over that energy. Does the correction diverge? If not, how do I get a number I can trust without simply handing the integral to a computer? And does the number mean anything for a magnetic layer with J around 100 meV at room temperature?

**Answer**

The integrand diverges, but in two dimensions its integral does not. The integral can be turned into a series with strict bounds on its tail, so a short hand calculation is enough. Room temperature is a separate matter, treated near the end.

**From spins to bosons**

Let N be the number of sites, half on sublattice A (spins up) and half on B (spins down). The lattice constant is 1 and spins are in units of ħ. I keep S general and set S = 1/2 later. To select the Néel direction, add a staggered field term −h Σ ε_i S_i^z, with ε = +1 on A and −1 on B. Here h is an energy, sent to zero after N → ∞.

A boson counts a unit of spin deviation from the Néel state. To leading order in the Holstein–Primakoff expansion,

A: S^z = S − a†a, S⁺ ≈ √(2S) a
B: S^z = −S + b†b, S⁺ ≈ √(2S) b†.

The roles of creation and annihilation are exchanged on B because raising a down spin creates a deviation. For a bond between i on A and j on B,

S_i^z S_j^z ≈ −S² + S(a†a + b†b)
½(S_i⁺S_j⁻ + S_i⁻S_j⁺) ≈ S(ab + a†b†),

where the product a†a b†b has been dropped from the first line. The pair term a†b† is the source of the effect: it flips two neighbouring spins of the Néel state, which is therefore not an eigenstate.

Each site has four bonds, so the coefficient of a†a is 4JS + h. For the pair terms use

a_i = √(2/N) Σ_k e^{ik·r_i} a_k, b_j = √(2/N) Σ_k e^{−ik·r_j} b_k,

with N/2 wavevectors in the magnetic zone. The sum over i forces equal wavevectors, and the four neighbours δ give Σ_δ e^{−ik·δ} = 4γ, where

γ = (cos k_x + cos k_y)/2.

Hence

H = constant + Σ_k [A(a†a + b†b) + B(ab + a†b†)],
A = 4JS + h, B = 4JSγ,

with the label k on the operators understood.

**Diagonalization and the boson number**

Write c = cosh θ, s = sinh θ and

a = cα − sβ†, b = cβ − sα†.

This preserves the commutators: [a,a†] = c² − s² = 1 and [a,b] = −cs + cs = 0. Substitution gives

a†a = c²α†α + s²ββ† − cs(α†β† + αβ)
b†b = c²β†β + s²αα† − cs(α†β† + αβ)
ab = c²αβ + s²α†β† − cs(αα† + β†β).

The unwanted term αβ appears in H with coefficient

−2csA + (c² + s²)B = −A sinh 2θ + B cosh 2θ.

It vanishes if tanh 2θ = B/A, so

cosh 2θ = A/E, sinh 2θ = B/E, E = √(A² − B²).

The coefficient of α†α is then A cosh 2θ − B sinh 2θ = (A² − B²)/E = E, the spin-wave energy. At T = 0 there are no α or β quanta, yet the original bosons are present:

⟨a†a⟩ = s² = ½(cosh 2θ − 1) = ½(A/E − 1).

Averaging over k gives the deviation per site. Shifting k by (π,π) changes only the sign of γ, so the average may be taken over the full zone. B sites give the same number, so the net magnetization stays zero while the staggered spin falls.

As h → 0, A/E tends to 1/√(1 − γ²). For h > 0 it lies below that function, so the limit can be taken inside the average if the limiting function is integrable. Then

m = S − ½(W − 1), W = ⟨1/√(1 − γ²)⟩,

and for S = 1/2

m = 1 − W/2.

J has cancelled: it sets the energy scale, not the amount of fluctuation.

**Why the integral is finite**

Near k = 0, γ ≈ 1 − k²/4, so 1 − γ² ≈ k²/2 and the integrand is about √2/k. The area element is 2πk dk. The factor k cancels the singularity, and the same happens at (π,π).

The chain shows the contrast. In one dimension γ = cos k and the integrand is 1/|sin k|, whose integral diverges logarithmically. Linear theory then removes the order it started from. In two dimensions it is consistent provided the finite reduction is smaller than S.

On a finite lattice at h = 0, the points k = 0 and (π,π) would give infinite terms. They reflect the free rotation of the whole staggered moment, which is why the field is removed after N → ∞.

**Getting the number by hand**

Introduce u = (k_x + k_y)/2 and v = (k_x − k_y)/2. Then

γ = ½[cos(u + v) + cos(u − v)] = cos u cos v.

As u and v each run over a full period, (k_x,k_y) covers the zone uniformly, twice. An average over the zone is therefore an average over independent u and v.

Now expand the root:

1/√(1 − γ²) = Σ c_n γ^{2n}, c_n = C(2n,n)/4ⁿ,

where C(2n,n) is the binomial coefficient and n starts at 0. The average of cos^{2n} u is also c_n: write cos u = (e^{iu} + e^{−iu})/2, expand the power, and keep the constant term. Thus ⟨γ^{2n}⟩ = c_n². All terms are positive, so sum and average may be exchanged:

W = Σ c_n³.

The coefficients follow from c_n = c_{n−1}(2n − 1)/(2n): 1, 1/2, 3/8, 5/16, 35/128 and so on. Their cubes are

1.00000, 0.12500, 0.05273, 0.03052, 0.02044, ...

The series converges slowly, so the tail must be estimated. Consider x_n = (n + ¼)c_n². Its successive ratio is

x_{n+1}/x_n = (16n³ + 36n² + 24n + 5)/(16n³ + 36n² + 24n + 4) > 1.

It increases towards its limit, which is 1/π because Stirling's formula gives C(2n,n) ≈ 4ⁿ/√(πn). For y_n = (n + ½)c_n² the ratio is

y_{n+1}/y_n = (2n + 1)(2n + 3)/(2n + 2)² < 1,

so y_n decreases to the same limit. Therefore

1/[π(n + ½)] < c_n² < 1/[π(n + ¼)].

Raise this to the power 3/2 and sum from n = N₀ onward. For the lower bound, a decreasing function at n exceeds its integral from n to n + 1. For the upper bound, a convex function at n lies below its integral from n − ½ to n + ½. The results are

2π^(−3/2)/√(N₀ + ½) < tail < 2π^(−3/2)/√(N₀ − ¼).

With ten terms, n = 0 to 9, the partial sum is 1.27823 and the tail lies between 0.11084 and 0.11503. Hence

1 − (1.27823 + 0.11503)/2 < m < 1 − (1.27823 + 0.11084)/2
0.3033 < m < 0.3055,

with the limits rounded outward. With 100 terms the partial sum is 1.35724 and the tail lies between 0.03583 and 0.03596, which narrows the range to 0.3033–0.3035, again rounded outward. Numerical quadrature of the zone average gives W = 1.3932, so

m = 1 − 1.3932/2 = 0.303.

The reduction is 0.197, or 39% of the classical staggered spin. With g = 2 the ordered moment is 0.607 μ_B instead of 1 μ_B. The missing part has not become a net moment; it is lost to zero-point fluctuations.

Within this linear theory the reduction of 0.197 does not depend on S, so its relative size falls as 1/S. Spin one-half is the least favourable case for the expansion.

**How far to trust linear theory**

The dropped terms can be examined one order further. Expanding the Holstein–Primakoff roots gives these quartic terms on a bond:

J[−a†a b†b − ¼(a†a ab + a b†b b + h.c.)].

Let n now denote ⟨a†a⟩ = ⟨b†b⟩ and p = ⟨ab⟩ on a nearest-neighbour bond. Conservation of total S^z makes ⟨aa⟩ and ⟨a†b⟩ vanish. In the Gaussian spin-wave state, pairing the operators gives ⟨a†a b†b⟩ = n² + p² and ⟨a†a ab⟩ = ⟨a b†b b⟩ = 2np. With the Hermitian conjugates, the quartic energy is −J(n² + p² + 2np), and the bond energy becomes

J[−S² + 2S(n + p) − (n + p)²] = −J(S − n − p)².

Its response to small changes is 2J(S − n − p)(δn + δp), where linear theory has 2JS(δn + δp). At h = 0, both A and B are therefore multiplied by

Z = (S − n − p)/S.

The diagonalization gives ⟨a_k b_k⟩ = −B/(2E), so p = −½⟨γ²/√(1 − γ²)⟩. A numerical zone average gives −0.2756, and

Z = (0.5 − 0.1966 + 0.2756)/0.5 = 1.158.

The spin-wave energies rise by about 16%, but B/A is unchanged, and so is m. To first order in the quartic terms this is the complete change of m: a†a connects the spin-wave ground state only to itself and to two-quantum states, and the terms that create two quanta are those kept by this pairing. Higher orders are not calculated here, so 0.303 remains an approximation to the moment of the spin model.

Another measure is the hard limit of one deviation on a spin-half site, which free bosons ignore. In the Gaussian state the boson number on one site has a geometric distribution with mean n. The weight of two or more bosons is

[n/(1 + n)]² = (0.1966/1.1966)² = 0.027.

About 3% of the single-site weight is unphysical. That is small, though it is not itself the error in m.

A direct comparison with real spins is possible on a small cluster if h is kept finite. For a periodic 4×4 lattice, numerical diagonalization of the spin Hamiltonian and the spin-wave formula on the same 16 wavevectors give these staggered spins:

h = J: 0.4591 from the spins, 0.4635 from spin waves
h = 2J: 0.4799 and 0.4821
h = 4J: 0.4918 and 0.4927.

Linear theory leaves slightly too much order here. The strong-field limit shows why. Flipping a neighbouring pair breaks six other bonds, each costing J/2, so the pair costs 3J + 2h. Linear theory charges 2A = 4J + 2h, because it omits the attraction −J a†a b†b. The flip amplitude is J/2 and each site has four bonds, so the leading reduction is J²/(3J + 2h)² for the spins and J²/(4J + 2h)² in linear theory. These fields are large, and the comparison does not determine the error at h = 0.

**What changes at room temperature**

At temperature T the quanta have the Bose occupation f = 1/(e^{E/k_BT} − 1). Then ⟨a†a⟩ = c²f + s²(1 + f), which exceeds its T = 0 value by (c² + s²)f = (A/E)f. The thermal loss of staggered spin is the zone average of this quantity.

Keep a small fixed h, which opens a gap Δ. It is only a rough stand-in for easy-axis anisotropy, with a limit stated below. For S = 1/2, near each of the two minima,

E² ≈ Δ² + 2J²k², A ≈ 2J, k dk = E dE/(2J²).

When k_BT and Δ are well below J, the two minima together give

loss ≈ 2 ∫ [k dk/(2π)] (2J/E) f
= [1/(πJ)] ∫ f dE, from E = Δ upward
= (k_BT/πJ) ln[1/(1 − e^{−Δ/k_BT})].

This diverges logarithmically as Δ → 0. An isolated isotropic layer therefore has no stable ordered moment at any T > 0 in this theory: the value 0.303 belongs to T = 0.

Take J = 100 meV, T = 300 K and an assumed gap of 5 meV. Then k_BT = 25.85 meV, the prefactor is 25.85/(100π) = 0.0823, the logarithm is 1.74, and the loss is 0.143. Averaging numerically over the full band gives 0.146. The gap itself slightly suppresses zero-point fluctuations, raising the T = 0 staggered spin to 0.311. At 300 K what remains is

0.311 − 0.146 = 0.165.

This is a linear-theory estimate with the gap held fixed. If the spin-wave energies are raised by the factor 1.158 found above, with the gap still at 5 meV, about 0.185 remains instead. Both numbers describe a layer held in a fixed staggered field, which supports the order at any temperature. A real anisotropy gap shrinks as the order weakens. An isolated layer whose easy-axis anisotropy gives the same gap at T = 0 should therefore lose more. Whether it keeps lasting order at 300 K is not settled by this calculation.

With J and T fixed, halving the gap to 2.5 meV raises the full-band loss to 0.199. The low-energy formula would consume the whole 0.303 at a gap of about 0.7 meV. So large a loss lies outside the reliable range of linear theory, so this marks a scale, not a predicted transition. At 77 K with the 5 meV gap, the loss is only about 0.013.

**Connection with real layers**

These round parameters lie in the rough regime of undoped layered copper oxides, where spin-half copper ions form nearly square planes, J is of order 100 meV and gaps are a few meV. They are not a fit to one compound. The anisotropy in these oxides is mostly easy-plane, which gives the two spin-wave modes different gaps; the single gap used here is a simplification. With purely easy-plane anisotropy one mode would stay gapless, and the thermal divergence of an isolated layer would remain. Of the assumptions sized here, zero temperature matters most at 300 K: even with a fixed staggered field holding the gap at 5 meV, relaxing it takes the staggered spin from 0.311 to 0.165. Weak coupling between layers also cuts off the thermal divergence, and covalency spreads part of the moment onto oxygen; neither is included.

Exchange across the square diagonals matters less as long as it is only a few per cent of J. An antiferromagnetic J₂ couples equal sublattices and replaces A by

A = 4JS − 4J₂S(1 − cos k_x cos k_y).

The negative term is the cost of keeping those spins parallel; the cosine term lets a deviation hop between them. For J₂ = 5 meV, with J = 100 meV, T = 0 and no gap, the numerical zone average gives m = 0.288. This exchange competes with the Néel pattern and softens the spin waves, so the zero-point reduction grows, and it grows quickly: J₂ = 20 meV gives m = 0.217. The sign matters as well. A ferromagnetic J₂ of −10 meV raises m to about 0.33. In copper oxides such as La₂CuO₄, ring exchange among the four spins of a square acts in linear theory partly like such a ferromagnetic diagonal coupling, so the antiferromagnetic example does not give the direction of the correction for a real layer.
